Gettering time of a wafer with a finite segregation layer

**Problem**

A silicon wafer of thickness W = 200 µm contains a dissolved, mobile metal at uniform density C₀. One face is sealed. The other touches a clean layer of thickness d = 1 µm, which is well mixed: the metal density inside it is uniform at every moment. At the interface the layer holds k = 1000 times the metal density of the adjoining silicon. The diffusivity in the wafer is D = 1×10⁻⁶ cm²/s. Find the slowest gettering time, meaning the 1/e time of the slowest decaying part of the metal distribution, and say how much metal the layer removes.

The problem is one-dimensional and isothermal. The metal is dilute, so that D and k do not depend on its density, and no metal is lost by any other route.

**A tempting solution**

Since k is as large as 1000, let the layer be a perfect sink, which holds the metal density at zero at the interface. With x measured from the sealed face, the density C(x,t) obeys

∂C/∂t = D ∂²C/∂x², ∂C/∂x = 0 at x = 0, C = 0 at x = W.

The slowest solution is a quarter wave, cos(πx/2W), which is flat at the sealed face and zero at the interface. Two derivatives in x give the factor −(π/2W)², so the decay time is

τ_sink = 4W²/(π²D).

With W²/D = (0.02 cm)²/(10⁻⁶ cm²/s) = 400 s, this is 4 × 400 s/9.870 = 162 s. All the metal would end up in the layer, and after 600 s only 2.0 % would be left in the wafer.

**Where it fails**

The boundary condition C = 0 requires the layer to stay practically empty on its own scale. What matters is therefore how much metal the layer can hold compared with the wafer, and k alone does not tell us that. In equilibrium, a wafer at density C holds CW per unit area and the layer holds kCd. The ratio is

h = kd/W = 1000 × 1 µm/200 µm = 5.

In equilibrium the layer holds as much metal as a further 1000 µm of silicon would, five times as much as the wafer and no more. This comparison concerns the capacity only, because metal would need far longer to spread through 1000 µm of real silicon. If the final density in the wafer is C_f, conservation of metal gives

C₀W = C_f W + k C_f d, so C_f/C₀ = 1/(1 + h) = 1/6.

One sixth of the metal stays in the wafer however long one waits. The interface density does not remain at zero; it rises to C₀/6. The perfect sink gets the end state wrong, and its decay time must be recalculated as well.

**The correct boundary condition**

Let C_L(t) be the density in the layer. Metal flows towards positive x at the rate −D ∂C/∂x per unit area, and whatever arrives at x = W accumulates in the layer:

d · dC_L/dt = −D ∂C/∂x at x = W.

Local equilibrium at the interface means C_L(t) = k C(W,t). Therefore

kd ∂C/∂t = −D ∂C/∂x at x = W.

Now use ξ = x/W, θ = Dt/W² and u = C/C₀. The left side becomes C₀ kd (D/W²) ∂u/∂θ and the right side −C₀ (D/W) ∂u/∂ξ. Dividing both by C₀D/W leaves

∂u/∂θ = ∂²u/∂ξ² for 0 < ξ < 1,
∂u/∂ξ = 0 at ξ = 0,
h ∂u/∂θ = −∂u/∂ξ at ξ = 1.

A single parameter, h, remains.

**The modes**

Try u = f(ξ) exp(−λθ). The three conditions become

f″ = −λf, f′(0) = 0, f′(1) = hλ f(1).

In the last one, the minus sign from the time derivative has cancelled the minus sign of the flux.

First, λ must be real and cannot be negative. Multiply f″ = −λf by the complex conjugate f* and integrate by parts. The boundary term at ξ = 0 vanishes, and the one at ξ = 1 is f*(1)f′(1) = hλ|f(1)|², so

∫|f′|² dξ = hλ|f(1)|² + λ∫|f|² dξ,

λ = ∫|f′|² dξ / (∫|f|² dξ + h|f(1)|²) ≥ 0.

The value λ = 0 requires f′ = 0 everywhere. This is the uniform equilibrium state, which does not decay. For λ = a² > 0, the solution that is flat at ξ = 0 is f = cos(aξ), and the condition at ξ = 1 reads

−a sin a = h a² cos a.

Dividing by a gives sin a + ha cos a = 0. Here cos a cannot be zero, because sin a would then have to vanish too. We may therefore divide by it:

tan a = −ha.

For positive a the right side is negative, so roots can lie only where the tangent is negative, in the intervals (n − ½)π < a < nπ with n = 1, 2, 3, … In each of them tan a + ha rises steadily from −∞ to hnπ > 0, so it vanishes once. The smallest root a₁ lies between π/2 and π, and the slowest gettering time is

τ = W²/(D a₁²).

**The number**

Write a = π/2 + ε. Since tan(π/2 + ε) = −1/tan ε, the condition becomes tan ε = 1/(ha), or

a = π/2 + arctan[1/(ha)].

This can be solved by repeated substitution. For large h a first estimate is a ≈ π/2 + 2/(πh), which is 1.6981 for h = 5. Inserting it on the right gives 1.6880, the next round gives 1.6887, and the values settle at a₁ = 1.68868. Then a₁² = 2.8517 and

τ = 400 s/2.8517 = 140 s = 2.3 min.

A formula without iteration follows from the same expansion. To leading order ε = 1/(ha), so a = π/2 + 1/(ha). Multiplying by a gives a² = πa/2 + 1/h, and inserting the first estimate for a on the right gives

a₁² ≈ π²/4 + 2/h.

For h = 5 this is 2.8674, hence τ ≈ 139.5 s, which is 0.5 % below the value from the root.

As an independent check, the wafer was divided into 400 cells and the metal balances of the cells and the layer were solved as a matrix problem, without using the modes above. The slowest non-zero decay rate again gives 140.27 s.

**Why the weaker sink has the shorter time**

The finite layer gives 140 s and the perfect sink 162 s. This looks as if the poorer getter were the faster one. The two times, however, describe approaches to different end states. In the finite case, it is the deviation from the final density C₀/6 that decays.

In the slowest mode this deviation is proportional to cos(a₁ξ), which vanishes at ξ = π/(2a₁) = 0.930, about 186 µm from the sealed face. Deeper in the wafer there is still too much metal. Between this plane and the interface there is less than in the final state, because the layer is not yet full. The excess metal must still cross this plane and travel on to the layer. In the slowest mode, however, the deviation stays zero at the plane, just as the density stays zero at a perfect sink. The quarter wave is therefore 0.930W long instead of W, and the time shrinks by the factor 0.930² = 0.865. Indeed 0.865 × 162 s = 140 s.

As h grows, the plane moves to the interface. Differentiating tan a₁ + ha₁ = 0 with respect to h gives

da₁/dh = −a₁/(1/cos²a₁ + h) < 0,

so τ increases with h. Its limits are

h → ∞: a₁ → π/2, τ → 4W²/(π²D) = 162 s,
h → 0: a₁ → π, τ → W²/(π²D) = 41 s.

The second limit does not describe rapid cleaning. A layer with h → 0 takes up almost nothing, and 41 s is the time in which an uneven distribution levels out in a sealed wafer.

The perfect sink does leave less metal at all times. Let w be the density with the finite layer minus the density with the perfect sink, from the same start. It obeys the diffusion equation, is zero initially, has no slope at the sealed face, and at the interface equals the finite-layer density, which is not negative. Such a w cannot become negative: at a minimum inside the wafer the curvature is not negative, so diffusion cannot push the minimum lower. The finite layer therefore never leaves the wafer cleaner than the perfect sink would, although its τ is shorter.

**How much metal is left**

The decay time must be combined with the weight of its mode. Describe a state by its profile f(ξ) in the wafer and the value f_L = C_L/(kC₀) in the layer, and define the product of two states as

⟨f,g⟩ = ∫fg dξ + h f_L g_L.

For a mode, f_L = f(1). Two modes with different λ are orthogonal. To see this, integrate f_m f_n″ − f_n f_m″ over the wafer. By the mode equation the result is (λ_m − λ_n)∫f_m f_n dξ. By partial integration it is f_m(1)f_n′(1) − f_n(1)f_m′(1) = h(λ_n − λ_m)f_m(1)f_n(1). Equating the two gives (λ_m − λ_n)⟨f_m,f_n⟩ = 0.

The initial state is f = 1 in the wafer and f_L = 0 in the layer. Its product with the n-th mode is ∫cos(a_nξ) dξ = sin a_n/a_n. The norm of the mode is

N_n = ∫cos²(a_nξ) dξ + h cos²a_n = ½ + sin a_n cos a_n/(2a_n) + h cos²a_n.

With sin a_n = −ha_n cos a_n, the middle term is −(h/2)cos²a_n, so N_n = ½(1 + h cos²a_n). Also cos²a_n = 1/(1 + tan²a_n) = 1/(1 + h²a_n²), which gives

N_n = (1 + h + h²a_n²)/[2(1 + h²a_n²)].

The coefficient of the mode is (sin a_n/a_n)/N_n. Averaging cos(a_nξ) over the wafer brings in a second factor sin a_n/a_n. The contribution to the fraction of metal left is thus

B_n = (sin a_n/a_n)²/N_n = h²cos²a_n/N_n = 2h²/(1 + h + h²a_n²).

The uniform state has norm 1 + h and contributes 1/(1 + h). The modes of this self-adjoint problem form a complete set, so the fraction left in the wafer is

M(t) = 1/(1 + h) + Σ B_n exp(−a_n²Dt/W²).

For h = 5 the slowest mode has B₁ = 50/(6 + 25 × 2.8517) = 0.647. The next mode decays in 17.7 s, so after the first minute or so one exponential is enough:

M(t) ≈ 0.167 + 0.647 exp(−t/140 s).

The full series and the perfect sink compare as follows:

t = 50 s: 62 % left, perfect sink 60 %
t = 140.3 s (one τ): 40 % left, perfect sink 34 %
t = 300 s: 24 % left, perfect sink 13 %
t = 600 s: 17.6 % left, perfect sink 2.0 %

The cell calculation described above agrees with the series to within 10⁻⁴ of the initial metal at these times.

The layer can remove 5/6 of the metal. To remove 99 % of this part, the exponential term must fall to 0.01 × 0.833 = 0.00833:

t₉₉ = τ ln(0.6469/0.00833) = 140.3 s × 4.35 = 610 s, or about 10 min.

Beyond that, waiting gains almost nothing. Leaving no more than 1 % of all the metal requires 1/(1 + h) ≤ 0.01, or h ≥ 99. At k = 1000 and W = 200 µm the layer would have to be about 20 µm thick. Imperfect mixing in the layer would not change this end state, but it would delay it. In the trapping model described below, τ for a 20 µm layer is 418 s instead of 161 s. That slow mode carries only about 4.5 % of the wafer's metal, and most of the metal leaves in a mode of 164 s, so the time to remove 99 % of the removable metal rises only from about 710 s to about 850 s. The last approach to the end state is delayed more: 1.1 % left is reached after about 1570 s instead of 1060 s.

**Layers on both faces**

Suppose equal layers cover both faces. With a uniform start, the mid-plane is a plane of symmetry with no flux through it. Each half is then the problem already solved, with thickness W/2 and h = 10. A 200 µm wafer with one layer and h = 10 (k = 2000) has τ = 150 s. Halving the thickness at fixed h divides this by four, giving 38 s, and the fraction left is 1/11 = 9 %. This time applies to the symmetric start. A start that is not symmetric about the mid-plane also excites antisymmetric modes, in which metal passes from one layer to the other through the wafer, and these are much slower. Measured from the mid-plane in units of W/2 they have f = sin(aξ), so the interface condition gives tan a = 1/(ha). For h = 10 the smallest root is a = 0.311, and the time is 100 s/a², about 1030 s. With equal layers these modes average to zero over the wafer, so they do not change the total metal left in it.

**When the layer or the interface is slow**

The layer may not be well mixed. Suppose it stores metal by trapping: the total density is k times that of a mobile part, which has the wafer's diffusivity D and is continuous across the interface. With y the depth in the layer, the mobile density m obeys k ∂m/∂t = D ∂²m/∂y², with no flux at y = d. A mode with decay rate Da²/W² has m = B cos[p(d − y)], where Dp² = kDa²/W², so p = √k a/W. At the interface, continuity of density and of flux gives

B cos(pd) = cos a,
(a/W) sin a = −Bp sin(pd).

Dividing the second by the first and inserting p gives

tan a = −√k tan(a√k d/W).

When the argument on the right is small, the tangent is close to its argument and the right side is close to −ha. Here the argument is about 0.27, and τ rises by 0.3 % to 140.7 s. A mobile part that moved more slowly in the layer would have a larger effect.

The interface may also resist the transfer. Let the flux into the layer be v[C(W) − C_L/k], with a transfer velocity v. In a mode, the flux arriving from the wafer is (Da/W) sin a. The layer balance, −kd(Da²/W²)(C_L/k) = (Da/W) sin a, gives C_L/k = −sin a/(ha). With b = vW/D, the transfer law becomes

(a/b) sin a = cos a + sin a/(ha).

For b → ∞ the left side vanishes and tan a = −ha returns. A 10 % increase of τ requires v = 9.5×10⁻⁴ cm/s, or b = 19. Without a barrier, v would be roughly D divided by an atomic jump length of 0.2 nm, or 50 cm/s. If an extra barrier reduces v by its Boltzmann factor, it must reach about 1 eV at 1123 K to cause this delay.

**Comparison with iron in silicon**

The diffusivity is roughly that of interstitial iron in silicon near 850 °C (1123 K), and the layer can be thought of as heavily doped silicon. The value k = 1000 is an assumption, since segregation depends strongly on doping and temperature. It is not reached by heavy doping of any kind. At 1123 K the intrinsic carrier density is about 3×10¹⁸ cm⁻³, so at a doping of 10²⁰ cm⁻³ the shift of the Fermi level alone raises the solubility of a singly charged species, such as Fe⁺ in boron-doped silicon, by at most a factor of about 35. A k of 1000 needs a stronger mechanism, such as multiply charged states or binding to the dopant. A uniformly doped depth of 1 µm is large for a diffused solar-cell emitter, where a few tenths of a micrometre are more usual. In the well-mixed model only the product kd matters, so halving either k or d gives h = 2.5, with τ = 125 s and 29 % of the iron left. The uncertainty in kd thus moves the remaining iron much more than it moves the time.

For an initial iron density of 10¹² cm⁻³, the wafer is below the rough solubility of 10¹³ cm⁻³ at this temperature, as the assumption of dissolved metal requires. The layer ends at 1.7×10¹⁴ cm⁻³, about two iron atoms per million dopants if the doping is 10²⁰ cm⁻³, so filling of the traps should not reduce k if most of the dopants can act as traps.

Real processes are not isothermal. With a rough activation energy of 0.7 eV for diffusion, a temperature 10 K lower raises τ to 150 s through D alone. Cooling at 5 K/s adds diffusion equivalent to 25 s at the process temperature. During cooling k changes and the solubility falls, so the final iron content can differ from one sixth. Iron already bound in precipitates must dissolve before it can diffuse, and the 140 s does not include that step.

Computed results

```
wafer thickness W = 200 um
layer thickness d = 1 um
segregation coefficient k = 1000
diffusivity D = 1.0e-06 cm^2/s
equivalent thickness k*d = 1000 um
capacity ratio h = 5.000
diffusion time W^2/D = 400.0 s
first root a1 = 1.68868
a1 squared = 2.85165
second root a2 = 4.75443
slowest gettering time tau = 140.27 s = 2.34 min
same from volume model = 140.27 s
second mode time = 17.70 s
hand formula for tau = 139.50 s
lower limit of tau (h to 0) = 40.53 s
upper limit of tau (perfect sink) = 162.11 s
final fraction left in wafer = 0.1667
weight B1 of slowest mode = 0.6469
left at 5.0 s: layer 0.8763, perfect sink 0.8738
left at 50.0 s: layer 0.6248, perfect sink 0.6011
left at 140.3 s: layer 0.4047, perfect sink 0.3412
left at 300.0 s: layer 0.2429, perfect sink 0.1274
left at 600.0 s: layer 0.1756, perfect sink 0.0200
time for 99 % of removable metal = 610.4 s = 10.17 min
same from slowest mode alone = 610.4 s
tau for k = 500: 124.76 s
tau for k = 2000: 150.18 s
final fraction for k = 500: 0.2857
final fraction for k = 2000: 0.0909
tau with trapping in layer = 140.70 s
change by trapping = 0.31 %
wafer velocity scale D/W = 5.00e-05 cm/s
interface velocity for 10 % longer tau = 9.48e-04 cm/s
barrier-free velocity (rough) = 50 cm/s
extra barrier for 10 % longer tau (rough) = 1.1 eV
process temperature = 1123 K
activation energy of D (rough) = 0.7 eV
tau at 10 K lower, through D alone = 150 s
cooling rate = 5 K/s
cooling counts as extra time at full D = 25 s
initial iron density = 1.0e+12 cm^-3
iron solubility (rough) = 1e+13 cm^-3
final iron density in layer = 1.67e+14 cm^-3
dopant density in layer = 1e+20 cm^-3
layer iron per dopant = 1.7e-06
```
